# Spin polarization of the uniform Hartree-Fock electron gas

## Question

I am stuck on an exercise about the electron gas in the Hartree-Fock approximation. It asks me to show that the fully spin-polarized state becomes lower in energy than the unpolarized one at $r_s=5.45$, that the paramagnetic susceptibility diverges only at $r_s=6.03$, and that there is never a partially polarized minimum.

I expanded the energy to second order in the polarization $\zeta$. The coefficient of $\zeta^2$ changes sign at $r_s\approx6.03$, so I can see where the second number comes from. But I then expected $\zeta$ to grow smoothly from zero at that point. How can the gas polarize earlier, while the coefficient is still positive? And how do I exclude a minimum at, say, $\zeta=0.4$ for every density, without plotting endless curves?

## Answer

Your expansion tests whether the paramagnet is stable against a *small* polarization. It cannot tell you whether a distant state has lower energy. For that you need the energy for all $0\le\zeta\le1$, and its derivative factorizes so simply that no plotting is needed.

### The model

Take electrons of uniform density $n=n_\uparrow+n_\downarrow$ in a rigid neutralizing background at zero temperature. The state is one Slater determinant of plane waves, in which each spin fills its own Fermi sphere. All statements below about minima refer to this family of states. Let

$$\zeta=\frac{n_\uparrow-n_\downarrow}{n},\qquad n=\frac{3}{4\pi r_s^3}.$$

I use Hartree atomic units, so $r_s$ is in bohr. Negative $\zeta$ only exchanges the names of the spins.

A sphere of radius $k_\sigma$ holds $n_\sigma=\frac{4\pi}{3}k_\sigma^3/(2\pi)^3=k_\sigma^3/(6\pi^2)$ electrons per volume. In the unpolarized gas both radii equal $k_F$, with $k_F^3=3\pi^2n$. Inserting $n$ gives

$$k_F=\frac{C}{r_s},\qquad C=\left(\frac{9\pi}{4}\right)^{1/3}.$$

Since $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$, the radii at general polarization are

$$k_\uparrow=k_Fu,\quad k_\downarrow=k_Fv,\quad u=(1+\zeta)^{1/3},\quad v=(1-\zeta)^{1/3},$$

and therefore $u^3+v^3=2$.

### Energy of one Fermi sphere

The kinetic energy per volume is

$$\int_{k<k_\sigma}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}=\frac{4\pi}{8\pi^3}\cdot\frac12\cdot\frac{k_\sigma^5}{5}=\frac{k_\sigma^5}{20\pi^2}.$$

The direct Coulomb energy of the uniform charge cancels against the background. What remains of the interaction is exchange, which connects electrons of equal spin. For two plane waves in a volume $V$ the exchange integral is $4\pi/(V|\mathbf k-\mathbf k'|^2)$. It enters with a minus sign from antisymmetry and a factor $\frac12$ because each pair is counted twice. Per volume, one spin contributes

$$-\frac12\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2},$$

with both vectors inside the sphere. Put $\mathbf q=\mathbf k'-\mathbf k$. For fixed $\mathbf q$, the allowed $\mathbf k$ fill the overlap of two spheres whose centres are a distance $q$ apart. Call its volume $O(q)$. Then $d^3q=4\pi q^2dq$ cancels the $1/q^2$:

$$-\frac12\cdot\frac{(4\pi)^2}{64\pi^6}\int_0^{2k_\sigma}O(q)\,dq=-\frac{1}{8\pi^4}\int_0^{2k_\sigma}O(q)\,dq.$$

The overlap consists of two equal spherical caps, so

$$O(q)=2\pi\int_{q/2}^{k_\sigma}(k_\sigma^2-z^2)\,dz.$$

Now exchange the order of integration. For given $z$, the condition $q/2<z$ lets $q$ run from $0$ to $2z$, which gives a factor $2z$:

$$\int_0^{2k_\sigma}O\,dq=2\pi\int_0^{k_\sigma}(k_\sigma^2-z^2)\,2z\,dz=4\pi\left(\frac{k_\sigma^4}{2}-\frac{k_\sigma^4}{4}\right)=\pi k_\sigma^4.$$

The exchange energy per volume of one spin is thus $-k_\sigma^4/(8\pi^3)$.

Add both spins and divide by $n=k_F^3/(3\pi^2)$ to obtain the energy per electron:

$$e(\zeta)=\frac{3k_F^2}{20}\,(u^5+v^5)-\frac{3k_F}{8\pi}\,(u^4+v^4).$$

Polarizing the gas enlarges one sphere, which costs kinetic energy, and puts more electrons into the same spin, which lowers the exchange energy. The first effect scales as $1/r_s^2$ and the second as $1/r_s$, so exchange gains weight as the gas is diluted.

### Where the two end states cross

At $\zeta=0$, $u=v=1$. At $\zeta=1$, $v=0$ and $u=a$ with $a=2^{1/3}$, so that $u^5=2a^2$ and $u^4=2a$. Hence

$$e(0)=\frac{3k_F^2}{10}-\frac{3k_F}{4\pi},\qquad e(1)=\frac{3k_F^2}{10}a^2-\frac{3k_F}{4\pi}a.$$

Subtract and use $a^2-1=(a-1)(a+1)$:

$$e(1)-e(0)=\frac{3k_F}{10}(a-1)\left[k_F(a+1)-\frac{5}{2\pi}\right].$$

The prefactor is positive, so the sign is that of the bracket. The bracket vanishes at $k_F=5/[2\pi(a+1)]$, and $r_s=C/k_F$ gives

$$r_1=\frac{2\pi}{5}\left(\frac{9\pi}{4}\right)^{1/3}\left(1+2^{1/3}\right)\approx5.45.$$

For larger $r_s$, $k_F$ is smaller, the bracket is negative, and the fully polarized state is the lower of the two.

### Why nothing in between can be a minimum

Differentiating $u^3=1+\zeta$ and $v^3=1-\zeta$ gives $u'=1/(3u^2)$ and $v'=-1/(3v^2)$. Therefore $(u^5+v^5)'=\frac53(u^2-v^2)$ and $(u^4+v^4)'=\frac43(u-v)$, and

$$e'(\zeta)=\frac{k_F^2}{4}(u^2-v^2)-\frac{k_F}{2\pi}(u-v)=\frac{k_F}{2}(u-v)\left[\frac{k_F}{2}(u+v)-\frac1\pi\right].$$

For $0<\zeta\le1$ we have $u>v$, so the sign of the slope is the sign of the bracket. With the abbreviations

$$r_\chi=\pi C\approx6.03,\qquad s=\frac{2}{\pi k_F}=\frac{2r_s}{r_\chi},$$

the bracket equals $\frac{k_F}{2}(u+v-s)$. The quantity $u+v$ has the derivative $\frac13(u^{-2}-v^{-2})$, which is negative for $0<\zeta<1$. It therefore falls steadily from $2$ at $\zeta=0$ to $2^{1/3}$ at $\zeta=1$, while $s$ is fixed by the density. There are three cases:

- $s\le2^{1/3}$, or $r_s\le2^{-2/3}r_\chi\approx3.80$. The energy rises all the way from $\zeta=0$ to $\zeta=1$.
- $2^{1/3}<s<2$, or $3.80<r_s<6.03$ in rounded numbers. The energy first rises and then falls. Both end states are local minima, with one maximum between them.
- $s\ge2$, or $r_s\ge r_\chi$. The energy falls all the way.

The slope can change sign once at most, and then from plus to minus. An interior stationary point is thus a maximum, never a minimum. The lowest state has $\zeta=0$ for $r_s<r_1$ and $\zeta=1$ for $r_s>r_1$; at $r_1$ the two are degenerate.

This also answers your first question. At $r_\chi$ the energy already falls along the whole path, so $e(1)<e(0)$ there. At $r_s=2^{-2/3}r_\chi$ (just under $3.80$) it rises along the whole path, so $e(1)>e(0)$. The crossing has to lie between these two values.

There is a physical reading of the stationary condition. Adding an electron at the edge of a Fermi sphere costs

$$\mu_\sigma=\frac{d\left(k_\sigma^5/20\pi^2-k_\sigma^4/8\pi^3\right)}{d\left(k_\sigma^3/6\pi^2\right)}=\frac{k_\sigma^4/4\pi^2-k_\sigma^3/2\pi^3}{k_\sigma^2/2\pi^2}=\frac{k_\sigma^2}{2}-\frac{k_\sigma}{\pi}.$$

Raising $\zeta$ by $d\zeta$ moves $n\,d\zeta/2$ electrons per volume from down to up, so $e'=(\mu_\uparrow-\mu_\downarrow)/2$, in agreement with the slope above. As a function of $k_\sigma$, $\mu_\sigma$ is a parabola with its lowest point at $1/\pi$. Two different spheres can have equal edge energies if their radii lie symmetrically about that point, which means $k_\uparrow+k_\downarrow=2/\pi$. This equilibrium is unstable: a further transfer from down to up makes $\mu_\uparrow<\mu_\downarrow$, and more electrons follow.

### Position of the barrier

In the middle case the maximum satisfies $u+v=s$. Let $p=uv$. From $s^3=u^3+v^3+3uv(u+v)=2+3ps$,

$$p=\frac{s^3-2}{3s},\quad (u-v)^2=s^2-4p=\frac{8-s^3}{3s},\quad s^2-p=\frac{2(s^3+1)}{3s}.$$

Since $\zeta=(u^3-v^3)/2=\frac12(u-v)(u^2+uv+v^2)=\frac12(u-v)(s^2-p)$,

$$\zeta_b=\frac{s^3+1}{3s}\sqrt{\frac{8-s^3}{3s}}.$$

At $s=2^{1/3}$ this gives $\zeta_b=1$, and at $s=2$ it gives $\zeta_b=0$. The barrier enters at the polarized end and disappears into the paramagnetic end.

### The susceptibility

Apply a weak magnetic field that acts on the spins only. Let $h$ be the spin magnetic moment times the field, and call "up" the spin whose moment points along the field. The energy per electron becomes $e(\zeta)-h\zeta$. For small $\zeta$, $u-v\approx2\zeta/3$ and $u+v\approx2$, so the slope formula gives

$$e'(\zeta)\approx\frac{k_F^2}{3}\left(1-\frac{1}{\pi k_F}\right)\zeta=\frac{k_F^2}{3}\left(1-\frac{r_s}{r_\chi}\right)\zeta.$$

Setting $e'(\zeta)=h$ yields the induced polarization. Without exchange the second term in the parentheses is absent. The ratio of the two responses is

$$\frac{\chi}{\chi_0}=\frac{1}{1-r_s/r_\chi}\qquad(r_s<r_\chi).$$

This diverges at $r_\chi=\pi(9\pi/4)^{1/3}\approx6.03$, the point you found. It has the Stoner form, with $r_s/r_\chi$ as the measure of exchange. At the crossing

$$\frac{r_1}{r_\chi}=\frac25\left(1+2^{1/3}\right)\approx0.904,$$

so the susceptibility is enhanced by a factor of about $1/(1-0.904)\approx10.4$, but finite. The transition is a jump. Between $r_1$ and $r_\chi$ the formula describes a paramagnet that is locally stable within this family but no longer the lowest state.

### Numbers

Polarizing the gas completely changes the energy per electron as follows, in mHa:

- $r_s=5$: kinetic cost $70.160-44.198=25.962$, exchange gain $115.450-91.633=23.817$, net $+2.145$.
- $r_s=r_1$: kinetic cost $59.048-37.198=21.850$, exchange gain $105.914-84.064=21.850$, net $0$.
- $r_s=5.8$: kinetic cost $52.140-32.846=19.294$, exchange gain $99.526-78.994=20.532$, net $-1.238$.

The profile $e(\zeta)-e(0)$, again in mHa, shows the barrier on both sides of the crossing (first three rows, all in the middle case) and its absence beyond $r_\chi$ (last row):

| $r_s$ | $\zeta=0.25$ | $0.5$ | $0.75$ | $1$ |
|---|---|---|---|---|
| 5.00 | 0.258 | 0.980 | 1.952 | 2.145 |
| $r_1=5.4502$ | 0.120 | 0.429 | 0.718 | 0.000 |
| 5.80 | 0.040 | 0.108 | −0.001 | −1.238 |
| 6.20 | −0.032 | −0.177 | −0.636 | −2.323 |

In the first row the polarized state is a local minimum, although the table alone hides it: the maximum, 2.397 mHa, lies at $\zeta_b=0.929$, between the last two columns.

At the crossing, $s=2\times0.904=1.808$ and $s^3\approx5.91$, so

$$\zeta_b\approx\frac{6.91}{5.42}\sqrt{\frac{2.09}{5.42}}\approx0.79.$$

The radii there are $k_\uparrow=0.4276$ and $k_\downarrow=0.2090$ bohr$^{-1}$. Their sum is $0.6366$ bohr$^{-1}$, which is $2/\pi$. The barrier is 0.728 mHa, or 19.8 meV, per electron.

At $r_s=5.8$ the paramagnet still sits behind a barrier of 0.111 mHa, with $\chi/\chi_0\approx26$, although the polarized state is already lower. At $r_s=6.2$ the barrier is gone.

The numerical check obtains the energies separately: the kinetic part by numerical integration over the Fermi sphere, the exchange part from the one-particle density matrix in real space. It finds the same crossing and no interior minimum at the nine densities it scans. It locates the loss of stability by comparing $\zeta=0.05$ with $\zeta=0$, and finds $6.028$ instead of $6.029$. A slightly smaller value is expected. For small $\zeta$, $u-v\approx2\zeta/3$ and $u+v\approx2-2\zeta^2/9$, so near $s=2$ the slope is $e'\approx\frac{k_F^2}{6}\zeta\,(2-s-2\zeta^2/9)$. Integrating gives $e(\zeta)-e(0)\approx\frac{k_F^2}{6}\left[(2-s)\zeta^2/2-\zeta^4/18\right]$. This vanishes at $2-s=\zeta^2/9$, that is at $r_\chi-r_s=r_\chi\zeta^2/18\approx0.0008$ for $\zeta=0.05$, which moves $6.029$ to $6.028$.

### How far to trust the result

The calculation compares uniform states with one filled sphere per spin. It does not rule out that a spin-density wave or a Wigner crystal has lower energy. The restriction already matters at the crossing. If the spin direction may vary slowly in space, the fully polarized Hartree-Fock state has a negative spin-wave stiffness for $r_s$ below about 5.48 (a result not derived here). At $r_1\approx5.45$ it is therefore a minimum only within the family considered. It also leaves out correlation, to which the crossing is sensitive. Between $r_s=5$ and $5.8$ the difference $e(1)-e(0)$ changes by $2.145+1.238\approx3.4$ mHa, or about 4.2 mHa per unit of $r_s$. A correction of only 1 mHa to that difference would therefore move the crossing by roughly a quarter of a unit in $r_s$. The actual correction is far larger. Standard fits to the correlation energy of the electron gas (Perdew-Wang, Perdew-Zunger, Vosko-Wilk-Nusair) raise $e(1)-e(0)$ by about 12 mHa at $r_1$. With them the crossing of the end states moves to $r_s$ between about 73 and 80, and $\chi/\chi_0$ at $r_1$ drops from 10.4 to between 1.7 and 1.9, with no divergence at 6.03. The values 5.45 and 6.03 are properties of this model, not predictions for a metal.

## Numbers as computed

```
Thresholds in rs (dimensionless)
polarized state locally stable above: 3.7982
end states cross, formula: 5.4502
end states cross, from density matrix: 5.4502
susceptibility diverges, formula: 6.0292
curvature vanishes, from density matrix: 6.028
ratio crossing/divergence: 0.9040
density at lower limit: 2.940e+22 cm^-3
density at crossing: 9.951e+21 cm^-3
density at divergence: 7.351e+21 cm^-3
--- rs = 5.0000, kf = 0.3838 bohr^-1
zeta=0: kinetic 44.198, exchange -91.633, total -47.435 mHa
zeta=1: kinetic 70.160, exchange -115.450, total -45.290 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: 0.2581, 0.9801, 1.9518, 2.1446 mHa
barrier at zeta = 0.9292, height above zeta=0: 2.3969 mHa
k_up, k_down at barrier: 0.4778, 0.1588 bohr^-1
chi/chi0 of paramagnet: 5.858
--- rs = 5.4502, kf = 0.3521 bohr^-1
zeta=0: kinetic 37.198, exchange -84.064, total -46.866 mHa
zeta=1: kinetic 59.048, exchange -105.914, total -46.866 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: 0.1202, 0.4293, 0.7178, 0.0000 mHa
barrier at zeta = 0.7909, height above zeta=0: 0.7282 mHa
k_up, k_down at barrier: 0.4276, 0.2090 bohr^-1
chi/chi0 of paramagnet: 10.413
--- rs = 5.8000, kf = 0.3309 bohr^-1
zeta=0: kinetic 32.846, exchange -78.994, total -46.148 mHa
zeta=1: kinetic 52.140, exchange -99.526, total -47.386 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: 0.0396, 0.1077, -0.0006, -1.2382 mHa
barrier at zeta = 0.5489, height above zeta=0: 0.1113 mHa
k_up, k_down at barrier: 0.3828, 0.2538 bohr^-1
chi/chi0 of paramagnet: 26.304
--- rs = 6.2000, kf = 0.3095 bohr^-1
zeta=0: kinetic 28.745, exchange -73.898, total -45.153 mHa
zeta=1: kinetic 45.630, exchange -93.105, total -47.476 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: -0.0320, -0.1773, -0.6355, -2.3228 mHa
barrier at crossing: 19.82 meV
2/pi = 0.6366 bohr^-1
```
